**Quantum stress theorem tested on an interacting two-electron crystal**

The program tests the statement that cell volume times stress equals the strain derivative of the energy: minus the summed momentum products ⟨p_a p_b⟩, plus half the sum over ordered pairs of ⟨x_a x_b V′(x)/x⟩. Here p is an electron momentum, x a pair separation and V a pair potential; tension is positive. For a low-symmetry cell, it asserts that all nine components agree with finite differences of diagonalized energies, and the largest difference printed is 4.67 × 10⁻¹¹ hartree. It also asserts that the scaled state's energy error is positive and close to quadratic in strain, that the Coulomb virial relation holds, and that the Ewald sums do not depend on how they are split. Radial integrals test the Fourier formulas for the pair potentials and pair virials. For a face-centred cubic model film, further assertions compare the in-plane stress with the slope of the relaxed energy and confirm that shear stress cancels over four related twists. The output gives in-plane stresses of −1.84 GPa at −1% strain and +1.66 GPa at +1% strain. A larger basis, printed for comparison without an assertion, changes the compressive stress by about 0.007 GPa at the same cell.

## Verification by program

```python
"""Quantum stress theorem for a periodic, interacting two-electron crystal.

Result under test (hartree atomic units, tension positive):
 volume * stress_ab = dE/dstrain_ab
   = -sum <p_a p_b> + half the sum over pairs <x_a x_b V'(x)/x>.
E: energy per cell; p: electron momentum; x: pair separation; V: pair potential.
Strain maps all positions r to (1 + strain) r. Ions have fixed reduced positions.
The electron-ion potential is -Z erf(r/core)/r; other pairs are point charges.
Rows of 'cell' are lattice vectors. A twist is a reduced Bloch wavevector.
Plane waves keep their integer labels when the cell is strained.
"""
from collections import namedtuple
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import csr_matrix
from scipy.sparse.linalg import LinearOperator, eigsh
from scipy.special import erfc, spherical_jn

PI = np.pi
IDENTITY = np.eye(3)
GRID = np.indices((11, 11, 11)).reshape(3, -1).T - 5
Crystal = namedtuple("Crystal", "cell ions twist basis")
Basis = namedtuple("Basis", "labels rows cols transfer")
BOHR = physical_constants["Bohr radius"][0]
HARTREE = physical_constants["Hartree energy"][0]
GPA = HARTREE / BOHR**3 / 1e9


def volume(cell):
    return abs(np.linalg.det(cell))


def reciprocal(cell):
    return 2 * PI * np.linalg.inv(cell).T


def make_basis(cell, cutoff):
    """Choose labels by squared reciprocal length and list pair scatterings."""
    lengths = np.sum((GRID @ reciprocal(cell))**2, axis=1)
    labels = GRID[lengths <= cutoff]
    size = len(labels)
    shift = 3 * np.abs(labels).max()
    table = -np.ones((2 * shift + 1,) * 3, dtype=int)
    table[tuple((labels + shift).T)] = np.arange(size)
    i, j, k = np.indices((size,) * 3).reshape(3, -1)
    target = labels[i] + labels[j] - labels[k]
    m = table[tuple((target + shift).T)]
    keep = (m >= 0) & (i != k)
    i, j, k, m = i[keep], j[keep], k[keep], m[keep]
    return Basis(labels, i * size + j, k * size + m, labels[i] - labels[k])


def coefficient(vectors, core, component=None):
    """Fourier transform of erf(r/core)/r, or volume times the strain
    derivative of transform/volume. The neutral Coulomb zero mode is removed."""
    square = np.sum(vectors**2, axis=-1)
    zero = square < 1e-12
    safe = np.where(zero, 1.0, square)
    gauss = np.exp(-square * core**2 / 4)
    value = np.where(zero, -PI * core**2, 4 * PI * gauss / safe)
    if component is None:
        return value
    a, b = component
    slope = -4 * PI * gauss * (1 / safe**2 + core**2 / (4 * safe))
    slope = np.where(zero, 0.0, slope)
    return -(a == b) * value - 2 * vectors[..., a] * vectors[..., b] * slope


def ewald(cell, separation, component=None, split=1.0):
    """Periodic unit-charge potential, or its strain derivative.
    Zero separation means interaction of a charge with its own images."""
    vol = volume(cell)
    eta = split * np.sqrt(PI) / vol**(1 / 3)
    x = GRID @ cell + separation
    r = np.linalg.norm(x, axis=1)
    x, r = x[r > 1e-9], r[r > 1e-9]
    g = GRID[np.any(GRID != 0, axis=1)] @ reciprocal(cell)
    s = np.sum(g**2, axis=1)
    wave = 4 * PI / vol * np.exp(-s / (4 * eta**2)) / s
    wave *= np.cos(g @ separation)
    background = PI / (vol * eta**2)
    if component is None:
        own = 2 * eta / np.sqrt(PI) if np.linalg.norm(separation) < 1e-9 else 0.0
        return np.sum(erfc(eta * r) / r) + wave.sum() - own - background
    a, b = component
    slope = -erfc(eta * r) / r**2
    slope -= 2 * eta / np.sqrt(PI) * np.exp(-(eta * r)**2) / r
    real = np.sum(x[:, a] * x[:, b] * slope / r)
    factor = 2 * g[:, a] * g[:, b] * (1 / s + 1 / (4 * eta**2)) - (a == b)
    return real + np.sum(wave * factor) + (a == b) * background


def terms(crystal, component=None):
    """Energy operators or their strain derivatives in the fixed-label basis."""
    cell, ions, twist, basis = crystal
    recip, vol = reciprocal(cell), volume(cell)
    momentum = (basis.labels + twist) @ recip
    if component is None:
        kinetic = np.sum(momentum**2, axis=1) / 2
    else:
        a, b = component
        kinetic = -momentum[:, a] * momentum[:, b]
    difference = basis.labels[:, None] - basis.labels[None]
    attraction = np.zeros(difference.shape[:2], dtype=complex)
    for charge, core, place in ions:
        phase = np.exp(-2j * PI * (difference @ np.array(place)))
        attraction -= charge * phase * coefficient(
            difference @ recip, core, component) / vol
    repulsion = coefficient(basis.transfer @ recip, 0.0, component) / vol
    own = ewald(cell, np.zeros(3), component)
    fixed = own * (2 + sum(ion[0]**2 for ion in ions)) / 2
    for first in range(len(ions)):
        for second in range(first):
            delta = np.array(ions[first][2]) - np.array(ions[second][2])
            fixed += ions[first][0] * ions[second][0] * ewald(
                cell, delta @ cell, component)
    return kinetic, attraction, repulsion, fixed


def pair_matrix(basis, values):
    size = len(basis.labels)**2
    return csr_matrix((values, (basis.rows, basis.cols)), shape=(size, size))


def expectation(crystal, psi, component=None):
    """Kinetic, electron-ion, electron-electron and fixed electrostatic parts."""
    kinetic, attraction, repulsion, fixed = terms(crystal, component)
    motion = np.sum(np.abs(psi)**2 * (kinetic[:, None] + kinetic[None]))
    ion_part = np.vdot(psi, attraction @ psi + psi @ attraction.T).real
    vector = psi.ravel()
    pair_part = np.vdot(
        vector, pair_matrix(crystal.basis, repulsion) @ vector).real
    return np.array([motion, ion_part, pair_part, fixed])


def ground(crystal):
    """Lowest exchange-symmetric spatial state: the electronic singlet."""
    kinetic, attraction, repulsion, fixed = terms(crystal)
    single = attraction + np.diag(kinetic)
    pairs = pair_matrix(crystal.basis, repulsion)
    size = len(kinetic)

    def multiply(vector):
        psi = vector.reshape(size, size)
        return (single @ psi + psi @ single.T).ravel() + pairs @ vector.ravel()

    operator = LinearOperator((size**2, size**2), matvec=multiply, dtype=complex)
    start = np.ones(size**2, dtype=complex)
    values, vectors = eigsh(operator, k=1, which="SA", v0=start,
                            ncv=40, tol=1e-11)
    psi = vectors[:, 0].reshape(size, size)
    psi /= np.linalg.norm(psi)
    assert np.linalg.norm(psi - psi.T) < 1e-7
    return float(values[0].real) + fixed, psi


def strained(crystal, strain):
    return crystal._replace(cell=crystal.cell @ (IDENTITY + strain).T)


def derivative(function, step=0.002):
    return (8 * (function(step) - function(-step))
            - function(2 * step) + function(-2 * step)) / (12 * step)


def stress(crystal, psi):
    tensor = np.array([[expectation(crystal, psi, (a, b)).sum()
                        for b in range(3)] for a in range(3)])
    return tensor / volume(crystal.cell)


# Pair potentials and pair virials: radial quadrature against Fourier formulas.
core_test, wave_number = 1.3, 1.1
wave_vector = np.array([wave_number, 0.0, 0.0])
missing = quad(lambda r: 4 * PI * r * erfc(r / core_test), 0, 15)[0]
assert np.isclose(missing, -coefficient(np.zeros(3), core_test), rtol=1e-8)
short_wave = quad(lambda r: 4 * PI * r * erfc(r / core_test)
                  * spherical_jn(0, wave_number * r), 0, 15)[0]
assert np.isclose(short_wave, coefficient(wave_vector, 0.0)
                  - coefficient(wave_vector, core_test), rtol=1e-8)


def radial_virial(r, parallel):
    z = wave_number * r
    ratio = spherical_jn(1, z) / z if z > 1e-8 else 1 / 3
    angle = spherical_jn(0, z) - 2 * ratio if parallel else ratio
    force = -r * erfc(r / core_test)
    force -= 2 * r**2 / (np.sqrt(PI) * core_test) * np.exp(-(r / core_test)**2)
    return 4 * PI * force * angle


for axis, parallel in ((0, True), (2, False)):
    direct = quad(radial_virial, 0, 15, args=(parallel,))[0]
    formula = coefficient(wave_vector, 0.0, (axis, axis))
    formula -= coefficient(wave_vector, core_test, (axis, axis))
    assert np.isclose(direct, formula, rtol=1e-7, atol=1e-8)

# A low-symmetry crystal tests every strain component, including rotations.
test_cell = np.array([[5.0, 0.0, 0.0], [1.0, 5.5, 0.0], [0.5, -0.8, 6.0]])
test_ions = ((1.0, 0.8, (0.0, 0.0, 0.0)), (1.0, 1.2, (0.37, 0.42, 0.55)))
test = Crystal(test_cell, test_ions, np.array([0.10, 0.20, -0.15]),
               make_basis(test_cell, 5.0))
test_energy, test_psi = ground(test)
from_theorem = stress(test, test_psi) * volume(test_cell)
from_energy = np.zeros((3, 3))
for a in range(3):
    for b in range(3):
        unit = np.zeros((3, 3))
        unit[a, b] = 1.0
        from_energy[a, b] = derivative(
            lambda h: ground(strained(test, h * unit))[0])
largest_error = np.max(np.abs(from_theorem - from_energy))
assert largest_error < 2e-7
assert np.max(np.abs(from_energy - from_energy.T)) < 2e-7

# The Ewald division between real and reciprocal space must not matter.
offset = np.array([0.37, 0.42, 0.55]) @ test_cell
for separation in (np.zeros(3), offset):
    for component in (None, (0, 0), (0, 1), (2, 2)):
        assert np.isclose(ewald(test_cell, separation, component, 0.85),
                          ewald(test_cell, separation, component, 1.25),
                          rtol=1e-9, atol=1e-10)

# Scaling the old state gives an upper bound with a quadratic error.
mixed_strain = np.array([[1.0, 0.4, 0.0], [0.4, -0.5, 0.2], [0.0, 0.2, 0.3]])
trial_errors = []
for amount in (0.01, 0.005):
    changed = strained(test, amount * mixed_strain)
    trial_errors.append(expectation(changed, test_psi).sum() - ground(changed)[0])
trial_ratio = trial_errors[0] / trial_errors[1]
assert min(trial_errors) > 0 and 3.7 < trial_ratio < 4.3

# Point-ion Coulomb virial: energy slope under uniform scaling.
point = test._replace(ions=tuple((q, 0.0, place) for q, _, place in test_ions))
point_energy, point_psi = ground(point)
point_parts = expectation(point, point_psi)
virial_slope = derivative(lambda h: ground(strained(point, h * IDENTITY))[0])
virial_formula = -2 * point_parts[0] - point_parts[1:].sum()
assert np.isclose(virial_slope, virial_formula, atol=2e-7, rtol=1e-7)

# Face-centred cubic model and a film clamped on a square substrate net.
FCC = np.array([[0.0, 1.0, 1.0], [1.0, 0.0, 1.0], [1.0, 1.0, 0.0]]) / 2
ion_charge, ion_core = 2.0, 2.0
fcc_basis = make_basis(2 * PI * FCC, 12.1)
model = Crystal(FCC, ((ion_charge, ion_core, (0.0, 0.0, 0.0)),),
                np.array([0.25, 0.25, 0.25]), fcc_basis)


def normal_stress(crystal):
    psi = ground(crystal)[1]
    return expectation(crystal, psi, (2, 2)).sum() / volume(crystal.cell)


lattice = brentq(lambda a: normal_stress(model._replace(cell=a * FCC)),
                 5.5, 9.5, xtol=1e-9)
bulk = model._replace(cell=lattice * FCC)
bulk_energy, bulk_psi = ground(bulk)
for factor in (0.99, 1.01):
    assert ground(bulk._replace(cell=factor * bulk.cell))[0] > bulk_energy


def relaxed_film(in_plane):
    def shape(height):
        return strained(bulk, np.diag([in_plane, in_plane, height]))
    height = brentq(lambda e: normal_stress(shape(e)), -0.05, 0.05, xtol=1e-10)
    return height, shape(height)


films = []
for misfit in (-0.01, 0.01):
    height, film = relaxed_film(misfit)
    energy, psi = ground(film)
    parts = expectation(film, psi, (0, 0))
    films.append((misfit, height, film, energy, parts,
                  parts.sum() / volume(film.cell)))

# In-plane work must equal the change of the film energy after height relaxation.
misfit, height, film, film_energy, film_parts, film_stress = films[0]
step = 0.0005
relaxed_energies = []
for sign in (1, -1):
    new_strain = (1 + misfit) * (1 + sign * step) - 1
    relaxed_energies.append(ground(relaxed_film(new_strain)[1])[0])
work_slope = (relaxed_energies[0] - relaxed_energies[1]) / (2 * step)
work_formula = 2 * volume(film.cell) * film_stress
assert np.isclose(work_slope, work_formula, rtol=2e-3, atol=1e-6)

# Four mirror-related twists have equal energies and no average shear stress.
twists = [np.array(t) for t in ((0.25, 0.25, 0.25), (0.25, 0, 0),
                               (0, 0.25, 0), (0, 0, 0.25))]
twist_energies, twist_stresses = [], []
for twist in twists:
    rotated = film._replace(twist=twist)
    energy, psi = ground(rotated)
    twist_energies.append(energy)
    twist_stresses.append(stress(rotated, psi))
mean_stress = np.mean(twist_stresses, axis=0)
assert np.ptp(twist_energies) < 1e-8
assert np.max(np.abs(mean_stress - np.diag(np.diag(mean_stress)))) < 1e-8
assert abs(twist_stresses[0][0, 1]) > 1e-5
assert np.isclose(mean_stress[0, 0], film_stress, atol=1e-8)

large = film._replace(basis=make_basis(2 * PI * FCC, 19.1))
large_energy, large_psi = ground(large)
large_stress = stress(large, large_psi)

print("LOW-SYMMETRY TEST CRYSTAL")
print(f"plane waves per electron: {len(test.basis.labels)}")
print(f"cell volume: {volume(test_cell):.3f} bohr^3")
print(f"energy per cell: {test_energy:.8f} hartree")
for a, b in ((0, 0), (1, 1), (2, 2), (0, 1), (0, 2), (1, 2)):
    name = "xyz"[a] + "xyz"[b]
    print(f"dE/dstrain {name}: theorem {from_theorem[a, b]:.8f}, "
          f"energy difference {from_energy[a, b]:.8f} hartree")
print(f"largest difference, nine components: {largest_error:.2e} hartree")
print(f"scaled-state error, amplitude 0.010: {trial_errors[0]:.6e} hartree")
print(f"scaled-state error, amplitude 0.005: {trial_errors[1]:.6e} hartree")
print(f"ratio of scaled-state errors: {trial_ratio:.4f}")
print(f"point-ion kinetic energy T: {point_parts[0]:.8f} hartree")
print(f"point-ion potential energy V: {point_parts[1:].sum():.8f} hartree")
print(f"point-ion energy slope: {virial_slope:.8f} hartree")
print(f"point-ion -(2T+V): {virial_formula:.8f} hartree")
print("MODEL FCC CRYSTAL AND FILM")
print(f"ion charge: {ion_charge:.1f} e; core length: {ion_core:.1f} bohr")
print(f"plane waves per electron: {len(fcc_basis.labels)}")
print(f"zero-stress lattice constant: {lattice:.6f} bohr")
print(f"bulk energy per cell: {bulk_energy:.8f} hartree")
for e_in, e_out, shape, energy, parts, sigma in films:
    print(f"in-plane strain: {100 * e_in:+.2f} percent")
    print(f"  height strain: {100 * e_out:+.5f} percent")
    print(f"  cell volume: {volume(shape.cell):.5f} bohr^3")
    print(f"  energy above bulk: {1e3 * (energy - bulk_energy):.6f} millihartree")
    for label, value in zip(("kinetic", "electron-ion", "electron-electron",
                             "ion-ion and own-image"), parts):
        print(f"  volume*stress_xx, {label}: {value:+.8f} hartree")
    print(f"  volume*stress_xx, total: {parts.sum():+.8f} hartree")
    print(f"  in-plane stress: {sigma:+.8e} hartree/bohr^3 = "
          f"{sigma * GPA:+.5f} GPa")
    print(f"  secant biaxial modulus: {sigma / e_in * GPA:.4f} GPa")
    print(f"  force per width, 100 nm film: {sigma * GPA * 100:+.3f} N/m")
print("CHECKS ON THE -1 PERCENT FILM")
print(f"relaxed-energy slope: {work_slope:+.8f} hartree")
print(f"2*volume*in-plane stress: {work_formula:+.8f} hartree")
print(f"single-twist shear stress xy: {twist_stresses[0][0, 1] * GPA:+.5f} GPa")
print(f"largest mean shear stress: "
      f"{np.max(np.abs(mean_stress - np.diag(np.diag(mean_stress)))) * GPA:.1e} GPa")
print(f"larger basis: {len(large.basis.labels)} plane waves per electron")
print(f"larger-basis energy change: "
      f"{1e3 * (large_energy - film_energy):+.6f} millihartree")
print(f"larger-basis stress xx, same cell: {large_stress[0, 0] * GPA:+.5f} GPa")
print(f"larger-basis stress zz, same cell: {large_stress[2, 2] * GPA:+.5f} GPa")
print("success")
```

It prints:

```
LOW-SYMMETRY TEST CRYSTAL
plane waves per electron: 27
cell volume: 165.000 bohr^3
energy per cell: -1.05840407 hartree
dE/dstrain xx: theorem 0.22828689, energy difference 0.22828689 hartree
dE/dstrain yy: theorem 0.21278381, energy difference 0.21278381 hartree
dE/dstrain zz: theorem 0.28030236, energy difference 0.28030236 hartree
dE/dstrain xy: theorem -0.05124811, energy difference -0.05124811 hartree
dE/dstrain xz: theorem 0.04035204, energy difference 0.04035204 hartree
dE/dstrain yz: theorem 0.05044226, energy difference 0.05044226 hartree
largest difference, nine components: 4.67e-11 hartree
scaled-state error, amplitude 0.010: 2.087266e-05 hartree
scaled-state error, amplitude 0.005: 5.244691e-06 hartree
ratio of scaled-state errors: 3.9798
point-ion kinetic energy T: 0.22021764 hartree
point-ion potential energy V: -1.42870001 hartree
point-ion energy slope: 0.98826474 hartree
point-ion -(2T+V): 0.98826474 hartree
MODEL FCC CRYSTAL AND FILM
ion charge: 2.0 e; core length: 2.0 bohr
plane waves per electron: 59
zero-stress lattice constant: 7.220911 bohr
bulk energy per cell: -1.24575732 hartree
in-plane strain: -1.00 percent
  height strain: +0.96877 percent
  cell volume: 93.14797 bohr^3
  energy above bulk: 0.057970 millihartree
  volume*stress_xx, kinetic: -0.10593127 hartree
  volume*stress_xx, electron-ion: -0.54518546 hartree
  volume*stress_xx, electron-electron: +0.00880647 hartree
  volume*stress_xx, ion-ion and own-image: +0.63646921 hartree
  volume*stress_xx, total: -0.00584105 hartree
  in-plane stress: -6.27071877e-05 hartree/bohr^3 = -1.84491 GPa
  secant biaxial modulus: 184.4909 GPa
  force per width, 100 nm film: -184.491 N/m
in-plane strain: +1.00 percent
  height strain: -1.00009 percent
  cell volume: 95.05905 bohr^3
  energy above bulk: 0.054024 millihartree
  volume*stress_xx, kinetic: -0.10221485 hartree
  volume*stress_xx, electron-ion: -0.53454746 hartree
  volume*stress_xx, electron-electron: +0.00878403 hartree
  volume*stress_xx, ion-ion and own-image: +0.63333949 hartree
  volume*stress_xx, total: +0.00536121 hartree
  in-plane stress: +5.63987342e-05 hartree/bohr^3 = +1.65931 GPa
  secant biaxial modulus: 165.9308 GPa
  force per width, 100 nm film: +165.931 N/m
CHECKS ON THE -1 PERCENT FILM
relaxed-energy slope: -0.01168262 hartree
2*volume*in-plane stress: -0.01168209 hartree
single-twist shear stress xy: -30.67177 GPa
largest mean shear stress: 1.8e-14 GPa
larger basis: 89 plane waves per electron
larger-basis energy change: -0.086767 millihartree
larger-basis stress xx, same cell: -1.83784 GPa
larger-basis stress zz, same cell: +0.00544 GPa
success
```
